# Hulthén potential for s waves: bound states, scattering and Coulomb limit, part 1

(Sections cited here and not found follow in the second part.)

A particle of unit mass moves in the central potential

$$V(r)=-\frac{Z\delta}{e^{\delta r}-1}=-\frac{Z\delta\,e^{-\delta r}}{1-e^{-\delta r}},\qquad \delta>0 .$$

Hartree atomic units are used ($\hbar=m=e=4\pi\varepsilon_0=1$), the treatment is non-relativistic, and only angular momentum $l=0$ is considered. The strength $Z$ is positive unless stated otherwise; $Z=1$ is the screened hydrogen case. With $\psi=u(r)/r$ and $E=k^2/2$ the Schrödinger equation becomes

$$u''+\left[k^2-2V(r)\right]u=0. \tag{1}$$

The abbreviations $\beta^2=2Z/\delta$, $s=-ik/\delta$ and $W[g,h]=gh'-g'h$ are used throughout. The numerical check tests the formulas and supplies the numbers.

## (a) The potential and the Jost function

Expand $V$ at small and large $r$. Let $\varphi(k,r)$ be the solution of (1) with $\varphi(k,0)=0$, $\varphi'(k,0)=1$, let $f(k,r)$ be the solution with $f e^{-ikr}\to1$ as $r\to\infty$, and let $F(k)=W[f,\varphi]$. Express $\varphi$ through $f(\pm k,r)$, and find what the modulus, the phase and the zeros of $F$ mean.

### Solution

Put $y=\delta r$. From $e^y-1=y(1+y/2+y^2/6+\dots)$ and $1/(1+t)=1-t+t^2-\dots$,

$$\frac1{e^y-1}=\frac1y\left(1-\frac y2-\frac{y^2}6+\frac{y^2}4+\dots\right)=\frac1y-\frac12+\frac y{12}+O(y^3).$$

No $y^2$ term occurs because $1/(e^y-1)+\tfrac12=\tfrac12\coth(y/2)$ is odd in $y$. Hence

$$V=-\frac Zr+\frac{Z\delta}2-\frac{Z\delta^2r}{12}+O(\delta^4r^3). \tag{2}$$

At large $r$ the geometric series gives $V=-Z\delta\sum_{m\ge1}e^{-m\delta r}$. The potential is Coulombic for $r\ll1/\delta$ and falls exponentially for $r\gg1/\delta$.

A physical state needs $u(0)=0$, since $u(0)\neq0$ gives $\psi\sim1/r$, whose Laplacian contains a point source that the potential cannot balance. Physical states are therefore multiples of $\varphi$. Both (1) and the conditions on $\varphi$ contain only $k^2$, so $\varphi$ is even in $k$ and real for real $k^2$.

For two solutions $g,h$ of (1), $W'=gh''-g''h=0$, because each second derivative is the same function $2V-k^2$ times the solution. So $F$ does not depend on $r$. At $r\to\infty$, $W[f(k),f(-k)]=e^{ikr}(-ik)e^{-ikr}-(ik)e^{ikr}e^{-ikr}=-2ik$, so for real $k\neq0$ the two Jost solutions are independent and $\varphi=Af(k,r)+Bf(-k,r)$. Taking the Wronskian with $f(k)$ gives $F(k)=-2ikB$; taking it with $f(-k)$ gives $F(-k)=2ikA$. Thus

$$\varphi=\frac{F(-k)f(k,r)-F(k)f(-k,r)}{2ik}. \tag{3}$$

For real $k$, the function $f(k,r)^*$ obeys the same real equation and tends to $e^{-ikr}$, so it equals $f(-k,r)$, and $F(-k)=F(k)^*$. $F$ cannot vanish there, since (3) would give $\varphi\equiv0$. Writing $F=|F|e^{-i\delta_0}$,

$$\varphi\to|F|\,\frac{e^{i(kr+\delta_0)}-e^{-i(kr+\delta_0)}}{2ik}=\frac{|F|}k\sin(kr+\delta_0). \tag{4}$$

So $\delta_0=-\arg F$ is the s-wave phase shift. The solution with the same far amplitude as the free wave $\sin(kr)/k$ is $\varphi/|F|$. Its slope at the origin is $1/|F|$ against $1$ for the free wave, so $|F|^{-2}$ is the factor by which the potential multiplies the density at the origin.

For $k=i\kappa$ with $\kappa>0$, $f\to e^{-\kappa r}$ decays. Any independent solution must grow as $e^{\kappa r}$ to keep a constant nonzero Wronskian with $f$. A bound state therefore exists exactly when $\varphi$ is proportional to $f$, that is when $F(i\kappa)=0$, and its energy is $E=-\kappa^2/2$.

Evaluating the Wronskian at a radius $R\gg1/\delta$ gives $F=e^{ikR}[\varphi'(R)-ik\varphi(R)]$, which is how the program obtains $F$ from a numerical integration of (1).

## (b) The Jost solution

Change the variable to $x=e^{-\delta r}$ and find $f(k,r)$ as a power series. Where in the $k$ plane does the series fail?

### Solution

Let $\theta=x\,d/dx$. Since $dx/dr=-\delta x$, $d/dr=-\delta\theta$ and $d^2/dr^2=\delta^2\theta^2$. Dividing (1) by $\delta^2$, and using $k^2/\delta^2=-s^2$ and $-2V/\delta^2=\beta^2x/(1-x)$,

$$\theta^2u-s^2u+\frac{\beta^2x}{1-x}u=0 .$$

The range $r\in(0,\infty)$ maps to $x\in(1,0)$, and $x^s=e^{-\delta sr}=e^{ikr}$. Put $u=x^sw$. Then $\theta(x^sw)=x^s(\theta+s)w$, so $\theta^2u-s^2u=x^s\,\theta(\theta+2s)w$. Multiplying by $(1-x)$ and moving every term that carries a factor $x$ to the right,

$$\theta(\theta+2s)w=x\left(\theta^2+2s\theta-\beta^2\right)w=x(\theta+a)(\theta+b)w,$$

where $a+b=2s$ and $ab=-\beta^2$, so that

$$a=s+\gamma,\qquad b=s-\gamma,\qquad\gamma^2=s^2+\beta^2 .$$

The sign of $\gamma$ only exchanges $a$ and $b$. Insert $w=\sum_jw_jx^j$ with $w_0=1$ and use $\theta x^j=jx^j$. The coefficient of $x^{j+1}$ gives $(j+1)(j+1+2s)w_{j+1}=(j+a)(j+b)w_j$. With $(a)_j=a(a+1)\cdots(a+j-1)$,

$$f(k,r)=x^s\sum_{j\ge0}w_jx^j,\qquad w_j=\frac{(a)_j(b)_j}{(1+2s)_j\,j!}, \tag{5}$$

which is $x^s\,{}_2F_1(a,b;1+2s;x)$. The ratio $w_{j+1}/w_j$ tends to $1$, so the series converges for $x<1$, and $fe^{-ikr}=w\to1$ as $x\to0$.

The other solution starts as $x^{-s}=e^{-ikr}$. For real $k\ne0$ or $\operatorname{Im}k>0$ an admixture of it would violate $fe^{-ikr}\to1$, so (5) is the unique Jost solution. For $\operatorname{Im}k<0$ an admixture adds to $fe^{-ikr}$ a term of size $e^{-2|\operatorname{Im}k|r}$, which vanishes at infinity, and the boundary condition no longer fixes $f$. In the strip $-\delta/2<\operatorname{Im}k<0$ that term decays more slowly than the first correction $w_1e^{-\delta r}$, so the sharper demand $fe^{-ikr}-1=O(e^{-\delta r})$ still selects (5). Below the strip, (5) defines $f$ as the analytic continuation in $k$. The denominators $(1+2s)_j$ vanish when $2s=-m$, $m=1,2,\dots$; since $k=i\delta s$, the series fails at $k=-im\delta/2$. These are the points where $e^{ikr}e^{-m\delta r}$, the wave times the $m$-th exponential of the tail, coincides with the other free solution $e^{-ikr}$.

## (c) The Jost function in closed form

Show that $F(k)=f(k,0)$, and sum the series (5) at $x=1$.

### Solution

Define $P_0=1$ and

$$P_J=\prod_{n=1}^J\frac{(n+a)(n+b)}{n(n+a+b)}=\frac{(1+a)_J(1+b)_J}{(1+2s)_J\,J!}.$$

Because $(J+a)(J+b)-J(J+a+b)=ab$,

$$P_J-P_{J-1}=P_{J-1}\,\frac{ab}{J(J+a+b)} .$$

On the other hand $(a)_J=a(1+a)_{J-1}$, $(b)_J=b(1+b)_{J-1}$, $(1+2s)_J=(1+2s)_{J-1}(J+2s)$ and $J!=(J-1)!\,J$, so (5) gives the same expression for $w_J$:

$$w_J=P_J-P_{J-1},\qquad \sum_{j=0}^Jw_j=P_J. \tag{6}$$

Each factor of $P_J$ equals $(n^2+2ns-\beta^2)/[n(n+2s)]=1-\beta^2/[n(n+2s)]$. Away from $2s=-m$ the deviations from $1$ fall as $1/n^2$, so the product converges absolutely and $P_J$ is bounded. It follows that $|w_J|\le C/J^2$ for some constant $C$. The series for $w(x)$ then converges uniformly on $0\le x\le1$, and $f(k,0)=w(1)=P_\infty$.

For the derivative, $|w'(x)|\le\sum_jj|w_j|x^{j-1}\le(C/x)\ln[1/(1-x)]$, which grows only as $\ln(1/r)$. Since $\varphi\simeq r$, the term $f'\varphi$ in the Wronskian vanishes as $r\ln r$, while $f\varphi'\to f(k,0)$. Therefore

$$F(k)=\prod_{n=1}^\infty\left[1-\frac{\beta^2}{n(n+2s)}\right]. \tag{7}$$

The gamma function obeys Euler's limit formula $1/\Gamma(1+z)=\lim_{J\to\infty}(1+z)_J/(J!\,J^z)$. Write

$$P_J=\frac{(1+a)_J}{J!\,J^a}\cdot\frac{(1+b)_J}{J!\,J^b}\cdot\left[\frac{(1+a+b)_J}{J!\,J^{a+b}}\right]^{-1};$$

the inserted powers of $J$ cancel, and the factorials combine to the single $1/J!$ of $P_J$. The limit is

$$F(k)=\frac{\Gamma(1+2s)}{\Gamma(1+s+\gamma)\,\Gamma(1+s-\gamma)},\qquad s=-\frac{ik}\delta,\quad\gamma^2=s^2+\frac{2Z}\delta. \tag{8}$$

Nothing here used the sign of $Z$, so (7) and (8) hold for the repulsive case too. For $Z=0$, $\gamma=s$ and $F=1$, as for a free particle. The program asserts agreement of (8) with the integrated radial equation to a relative $10^{-7}$ for real, imaginary and complex $k$ and for $Z=1,2,-1$, and with the explicitly summed series and product, including a point below the first pole.

## (d) Energy levels and their number

Find all zeros of $F$. Which of them are bound states, and how many are there? Compare the energies with first-order perturbation theory about the Coulomb problem.

### Solution

An absolutely convergent product vanishes only where one of its factors does. The $n$-th factor of (7) vanishes at $n^2+2ns=\beta^2$, so $s_n=(\beta^2-n^2)/(2n)$ and $k=i\delta s_n=i\kappa_n$ with

$$\kappa_n=\frac{\delta\beta^2}{2n}-\frac{n\delta}2=\frac Zn-\frac{n\delta}2. \tag{9}$$

Using $n^2-\beta^2+2ns=(2n/\delta)(-\kappa_n-ik)$ and $n^2+2ns=(2n/\delta)(n\delta/2-ik)$, and multiplying numerator and denominator by $i$, (7) becomes

$$F(k)=\prod_{n\ge1}\frac{k-i\kappa_n}{k+in\delta/2}, \tag{10}$$

which displays every zero and pole; all lie on the imaginary axis. By part (a), a zero is a bound state only if $\kappa_n>0$, that is $n<\beta$. Thus

$$E_n=-\frac12\left(\frac Zn-\frac{n\delta}2\right)^2\quad\text{for }n<\beta=\sqrt{2Z/\delta}\text{ only}, \tag{11}$$

which for $Z=1$ reads $E_n=-\tfrac12(1/n-n\delta/2)^2$. The number of positive integers strictly below $\beta$ is

$$N=\lceil\beta\rceil-1 .$$

Level $n$ exists for $\delta<\delta_n=2Z/n^2$, and there is no s level at all for $\delta\ge2Z$. For $Z<0$ every $\kappa_n$ is negative and nothing is bound.

The restriction in (11) cannot be read off the squared expression, which stays negative for $n>\beta$. There $\kappa_n<0$, and $F=0$ makes $\varphi$ proportional to $f\sim e^{+|\kappa_n|r}$, which grows exponentially at large $r$ and is not normalizable. Such a zero is called a virtual state. It can fall on the pole of another factor: $s_n=-m/2$ when $\beta^2=n(n-m)$. For $Z>0$ no two zeros coincide, so zero and pole cancel and $F$ is finite and nonzero at that point. For $Z<0$ the zeros $n$ and $m-n$ both fall on that pole, and $F$ still vanishes there unless $m=2n$. At $n=\beta$ the zero sits at $k=0$, where $\varphi\propto f(0,r)\to1$ is bounded but not normalizable (a half-bound state), which is why the inequality is strict. The program tests $N$ by counting nodes of the zero-energy solution, just below and just above each of the first four thresholds, for $Z=1$ and $Z=2$.

The finite count is tied to the finite range. The classical action at zero energy is, with $y=\delta r$ and $t^2=e^y-1$, $dy=2t\,dt/(1+t^2)$,

$$\int_0^\infty\sqrt{-2V}\,dr=\beta\int_0^\infty\frac{dy}{\sqrt{e^y-1}}=\beta\int_0^\infty\frac{2\,dt}{1+t^2}=\pi\beta .$$

A new level appears each time this action passes a multiple of $\pi$. For the Coulomb potential the integrand falls as $r^{-1/2}$, the action diverges, and so does $N$ as $\delta\to0$.

Expanding the square in (11),

$$E_n=-\frac{Z^2}{2n^2}+\frac{Z\delta}2-\frac{n^2\delta^2}8. \tag{12}$$

The first term is the Coulomb level. The second is the constant in (2). The third is the first-order shift from the linear term of (2), with the hydrogenic s-state mean radius $\langle r\rangle=3n^2/(2Z)$, which the program evaluates by quadrature: $-\tfrac{Z\delta^2}{12}\cdot\tfrac{3n^2}{2Z}=-\tfrac{n^2\delta^2}8$. Since (12) is exact for $\delta<\delta_n$, the contributions of order $\delta^4$ and higher cancel order by order; at order $\delta^4$ the first-order effect of the $r^3$ term cancels the second-order effect of the linear term. The terminating series is a polynomial in $\delta$ that touches zero at $\delta_n$ and is negative again beyond it, so no singularity or change of sign in it marks the loss of the level.

## (e) Eigenfunctions

Find the bound-state functions $u_n$, normalize $u_1$, and check $u_1$ and $u_2$ as $\delta\to0$.

### Solution

Equation (6) gives, for any $k$ and $x<1$, $w=\sum_j(P_j-P_{j-1})x^j=(1-x)\sum_jP_jx^j$, with $P_{-1}=0$. At $s=s_n$ the $n$-th factor vanishes, so $P_j=0$ for $j\ge n$. There $\gamma^2=s^2+2ns+n^2$, so $\gamma=s+n$, $a=2s+n$, $b=-n$, and

$$u_n\propto x^{s}(1-x)\sum_{j=0}^{n-1}\frac{(1-n)_j(1+n+2s)_j}{(1+2s)_j\,j!}\,x^j,\qquad s=\frac{\kappa_n}\delta. \tag{13}$$

The sum is ${}_2F_1(1-n,1+n+2s;1+2s;x)$, a polynomial of degree $n-1$. The factor $1-x\simeq\delta r$ enforces $u_n(0)=0$ and $x^s=e^{-\kappa_nr}$ gives the decay. Since $\kappa_n$ falls with $n$, $E_n$ is the $n$-th level from below, and the Sturm oscillation theorem assigns it $n-1$ nodes, so all roots of the polynomial lie in $0<x<1$. The program asserts this count and the overlap of (13) with finite-difference eigenvectors.

For $n=1$, $u_1=A\left(e^{-\kappa r}-e^{-(\kappa+\delta)r}\right)$ with $\kappa=Z-\delta/2$. Squaring and integrating,

$$\frac1{A^2}=\frac1{2\kappa}-\frac2{2\kappa+\delta}+\frac1{2(\kappa+\delta)}=\frac{(\kappa+\delta)(2\kappa+\delta)-4\kappa(\kappa+\delta)+\kappa(2\kappa+\delta)}{2\kappa(\kappa+\delta)(2\kappa+\delta)} .$$

In the numerator the $\kappa^2$ terms give $2-4+2=0$, the $\kappa\delta$ terms $3-4+1=0$, and $\delta^2$ remains:

$$A^2=\frac{2\kappa(\kappa+\delta)(2\kappa+\delta)}{\delta^2}. \tag{14}$$

As $\delta\to0$, $A\to2Z^{3/2}/\delta$ and $1-e^{-\delta r}\to\delta r$, so $u_1\to2Z^{3/2}re^{-Zr}$, the hydrogenic 1s function. For $n=2$ the polynomial is $1-\frac{3+2s}{1+2s}x$. With $2s\simeq Z/\delta$ the coefficient is $1+2/(1+2s)\simeq1+2\delta/Z$, and with $x\simeq1-\delta r$ the polynomial becomes $\delta r-2\delta/Z\propto1-Zr/2$, the hydrogenic 2s factor.

## (f) Scattering: modulus, phase and scattering length

For real $k>0$ put $q=k/\delta$. Find $|F|^2$ in elementary functions, the limits of $\delta_0$ at zero and infinite energy, and the scattering length.

### Solution

Use $|F|^2=F(k)F(-k)$; the second factor is (8) with $s\to-s$. The six gamma functions pair up in the reflection formula $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$, with $z=2s$ in the numerator and $z=s+\gamma$, $z=s-\gamma$ in the denominator:

$$|F|^2=\frac{2\pi s}{\sin2\pi s}\cdot\frac{\sin\pi(s+\gamma)\sin\pi(s-\gamma)}{\pi^2(s^2-\gamma^2)} .$$

Now $s^2-\gamma^2=-\beta^2$ and $\sin A\sin B=\tfrac12[\cos(A-B)-\cos(A+B)]$, so the second fraction equals $(\cos2\pi s-\cos2\pi\gamma)/(2\pi^2\beta^2)$. With $s=-iq$, $\sin2\pi s=-i\sinh2\pi q$ and $\cos2\pi s=\cosh2\pi q$. With $p^2=q^2-\beta^2=-\gamma^2$, $\cos2\pi\gamma=\cosh2\pi p$. Hence

$$|F|^2=\frac{q\,(\cosh2\pi q-\cosh2\pi p)}{\pi\beta^2\sinh2\pi q}, \tag{15}$$

where for $q<\beta$ the term $\cosh2\pi p$ means $\cos2\pi\sqrt{\beta^2-q^2}$. At $k=0$, $s=0$ and $\gamma=\beta$, and (8) gives

$$F(0)=\frac1{\Gamma(1+\beta)\Gamma(1-\beta)}=\frac{\sin\pi\beta}{\pi\beta}, \tag{16}$$

which vanishes at the thresholds $\beta=n$ and has the sign $(-1)^N$ between them, as the $N$ negative factors of (7) require.

The phase is defined modulo $2\pi$ by $F$; a definite branch follows from adding the phases of the factors,

$$\delta_0(k)=\sum_{n\ge1}\left[\arg\!\left(\tfrac{n\delta}2-ik\right)-\arg(-\kappa_n-ik)\right], \tag{17}$$

with every argument in $(-\pi,0)$, where each is continuous in $k>0$. At large $k$ each factor of (7) is $1-\omega_n$ with $|\omega_n|=\beta^2/(n\sqrt{n^2+4q^2})$ small, and its phase is bounded by a constant times $|\omega_n|$. Using $|\omega_n|\le\beta^2/(2qn)$ for $n\le2q$ and $|\omega_n|\le\beta^2/n^2$ beyond, the sum is at most of order $(\beta^2/2q)\ln2q=(Z/k)\ln(2k/\delta)$. So $\delta_0(\infty)=0$ on this branch. The bound is also the true order: (23) below rests only on large $2k/\delta$ and small $Z\delta/k^2$, so it holds for $k\to\infty$ at fixed $\delta$ as well, where $\sigma_0=O(Z/k)$ and the leading term is $\delta_0\simeq(Z/k)\ln(2k/\delta)$. As $k\to0^+$ the first argument in (17) tends to $0$; the second tends to $-\pi$ if $\kappa_n>0$ and to $0$ if $\kappa_n<0$. Thus $\delta_0(0^+)=N\pi$ for non-integer $\beta$, which is Levinson's theorem for this potential. If $\beta$ is an integer, one $\kappa_n$ is zero, its argument is $-\pi/2$, and $\delta_0(0^+)=(N+\tfrac12)\pi$.

For non-integer $\beta$, expand (17) in $k$. The first argument is $-\arctan(2k/n\delta)$. The second contributes $+\arctan(k/|\kappa_n|)$ for a virtual state and $\pi-\arctan(k/\kappa_n)$ for a bound state, both with linear term $-k/\kappa_n$. Defining the scattering length by $\delta_0=N\pi-ka+O(k^3)$,

$$a=\sum_{n\ge1}\left(\frac1{\kappa_n}+\frac2{n\delta}\right). \tag{18}$$

Since $1/\kappa_n=-2n/[\delta(n^2-\beta^2)]=-\delta^{-1}[1/(n-\beta)+1/(n+\beta)]$, and the digamma function has the series $\psi(1+z)-\psi(1)=\sum_n[1/n-1/(n+z)]$,

$$a=\frac{\psi(1+\beta)+\psi(1-\beta)-2\psi(1)}\delta. \tag{19}$$

By (4), $\varphi(0,r)\to(-1)^N|F(0)|(r-a)=F(0)(r-a)$, which the program uses as its independent test of (16) and (19). Two limits check the result. Each term of (18) equals $-2\beta^2/[\delta n(n^2-\beta^2)]$, so for weak coupling $a\to-2\beta^2\zeta(3)/\delta=-4Z\zeta(3)/\delta^2$; the Born value is $2\int Vr^2dr=-2Z\delta\sum_m2/(m\delta)^3$, the same number. Near a threshold one term dominates and $a\simeq1/\kappa_n$, large and positive for a weakly bound level, large and negative for a virtual state close to $k=0$.

The Jost function of the Hulthén potential is now known in closed form for s waves, and with it the bound levels and their number, the eigenfunctions, the phase shift and the scattering length. What remains is the Coulomb limit $\delta\to0$ at fixed $k$ and a numerical model case.
